# Two-sided linear bounds on the Mayadas-Shatzkes grain-boundary resistivity, part 1

(Sections cited here and not found follow in the second part.)

## What the answer can depend on

A metal carries a current along \(x\). Its grain boundaries are modelled as planes normal to \(x\), at mean distance \(D\), each reflecting electrons weakly. Inside the grains the electrons lose their drift in a relaxation time \(\tau\), and they move at the Fermi speed \(v_F\). The quantity sought is the resistivity \(\rho\) divided by the resistivity \(\rho_0\) of the same metal without boundaries.

Let each plane be a potential \(S\,\delta(x-x_n)\). The strength \(S\) is an energy times a length, so \(S/\hbar\) is a velocity. Weak reflection has a probability proportional to \(S^2\), and the number of planes met per unit length is \(1/D\). If the planes act independently, \(S\) and \(D\) therefore enter through the single quantity

\[
C=\frac{(S/\hbar)^2}{D},
\]

which has the dimension length/time². The other quantities are \(\tau\), a time, and \(v_F\), a length/time. The electron density sets the size of \(\rho_0\) and cancels in the ratio. From \(C\), \(\tau\) and \(v_F\) one can form one independent dimensionless group, \(C\tau/v_F\). Hence

\[
\frac{\rho}{\rho_0}=\text{function of } \frac{(S/\hbar)^2\tau}{D\,v_F}.
\]

Symmetry says more. The potential of the planes does not depend on \(y\) or \(z\), so a collision with a plane leaves \(v_y\) and \(v_z\) unchanged. Energy conservation then leaves two outcomes: \(v_x\) is kept, or it changes sign. The number

\[
u=\frac{|v_x|}{v_F},\qquad 0\le u\le 1,
\]

survives every collision with a plane. The conductivity is thus an average over \(u\) of contributions that the planes do not mix. This structure is what makes simple bounds possible.

With \(a\) equal to twice the group above, the result to be proved is

\[
1+\frac{4a}{3}<\frac{\rho}{\rho_0}<1+\frac{3a}{2}\qquad\text{for every } a>0 .
\]

The right-hand side is the weak-scattering line, the tangent to \(\rho/\rho_0\) at \(a=0\). It exceeds the model's resistivity by less than 12.5 % of that resistivity.

## Reflection by one plane

From here on \(\hbar=m=e=1\) in the derivations, where \(m\) is the electron mass and \(e\) the elementary charge. Wave number and velocity are then equal. The motion along \(x\) at a plane placed at the origin obeys

\[
-\tfrac12\psi''+S\,\delta(x)\,\psi=E_x\psi,\qquad E_x=\tfrac12k^2,\qquad k=|v_x|.
\]

Take \(\psi=e^{ikx}+r\,e^{-ikx}\) on the left and \(\psi=t\,e^{ikx}\) on the right. Continuity at \(x=0\) gives \(1+r=t\). Integrating the equation across the origin gives the jump of the slope, \(\psi'(0^+)-\psi'(0^-)=2S\psi(0)\), that is,

\[
ikt-ik(1-r)=2St .
\]

Insert \(r=t-1\). The left side becomes \(ik(t-1+r)=2ik(t-1)\), so

\[
ik(t-1)=St\quad\Rightarrow\quad t=\frac{ik}{ik-S}=\frac{1}{1+iS/k}.
\]

The transmission probability is \(|t|^2=1/(1+S^2/k^2)\). The reflection probability \(P\) is the remainder:

\[
P=\frac{S^2}{v_x^2+S^2},\qquad \frac{P}{1-P}=\frac{S^2}{v_x^2}.
\]

This was tested without using the jump condition. A rectangular barrier of width \(10^{-6}\) and area \(S\) was solved for \(k=0.2,\,0.5,\,1.0\) and \(S=0.05,\,0.4\), all in atomic units. Its \(P/(1-P)\) agreed with \(S^2/k^2\) to better than one part in \(10^4\).

For weak reflection, \(S\ll|v_x|\), the probability is \(P\simeq S^2/v_x^2\). Slow motion along \(x\) is reflected most strongly, so the condition fails for electrons that travel nearly parallel to the planes. The second half returns to this point.

## Many planes at irregular distances

To first order in \(S\), the wave reflected by the plane at \(x_n\) carries the phase factor \(e^{2ikx_n}\), because it travels to the plane and back. For \(N\) planes the reflected intensity is the intensity from one plane times

\[
\Bigl|\sum_{n}e^{2ikx_n}\Bigr|^2=N+\sum_{n\ne m}e^{2ik(x_n-x_m)} .
\]

Let successive distances be independent and Gaussian, with mean \(D\) and standard deviation \(\ell\). The average of \(e^{iq\xi}\) over one such distance \(\xi\) is \(e^{iqD-q^2\ell^2/2}\). With \(q=2k\) this is

\[
\langle e^{2ik\xi}\rangle=e^{2ikD}\,e^{-2k^2\ell^2}.
\]

A pair of planes separated by \(p\) distances contributes the \(p\)-th power of this number or of its complex conjugate. If \(k\ell\gg1\), all these terms are negligible, the factor is \(N\), and the planes act independently.

An electron meets planes at the rate \(|v_x|/D\). The rate at which its \(v_x\) changes sign is therefore

\[
W=\frac{|v_x|}{D}\,\frac{S^2}{v_x^2}=\frac{S^2}{D\,|v_x|}.
\]

Two further assumptions are made here. Interference between successive reflections is neglected, and the flips are treated as occurring at the same rate everywhere, so that the electron distribution does not depend on \(x\).

## The kinetic equation

Let \(n(\mathbf v)\) be the occupation of a state and \(n_0(\varepsilon)\) the Fermi function of the energy \(\varepsilon=v^2/2\). Write \(n=n_0+g\) in a weak field \(E\) along \(x\). The force on an electron is \(-E\). In the steady state, the drift in velocity space balances the collisions:

\[
-E\,\frac{\partial n_0}{\partial v_x}=-\frac{g(v_x)}{\tau}-W\bigl[g(v_x)-g(-v_x)\bigr].
\]

The bracket contains the loss from \(v_x\) and the gain from \(-v_x\). The two states have equal energy, so \(n_0\) cancels from it. The arguments \(v_y\) and \(v_z\) are the same in both terms and are not written.

Since \(\partial n_0/\partial v_x=v_xn_0'\), the left side is odd in \(v_x\). For the even part of \(g\) the flip term vanishes, and the equation reduces to \(0=-g_{\rm even}/\tau\). Thus \(g\) is odd, and \(g(v_x)-g(-v_x)=2g(v_x)\). A flip removes twice the contribution of an electron to the current, because it reverses that contribution. The solution is

\[
g=E\,v_x\,n_0'\,\tau^*,\qquad \frac1{\tau^*}=\frac1\tau+2W .
\]

With \(|v_x|=v_Fu\) and the bulk mean free path \(\lambda=v_F\tau\),

\[
\frac{\tau}{\tau^*}=1+\frac{2\tau S^2}{D\,v_F\,u}=1+\frac au,\qquad
a=\frac{2\tau S^2}{D\,v_F}=\frac{2\lambda}{D}\,\frac{S^2}{v_F^2}.
\]

This is the group found by dimensional analysis, now with its factor of two.

## Two meanings of the reflection coefficient

Let \(R_n\) be the reflection probability of a plane at normal incidence, \(u=1\). Then \(R_n/(1-R_n)=S^2/v_F^2\), and the derivation gives

\[
a=\frac{2\lambda}{D}\,\frac{R_n}{1-R_n}.
\]

The usual convention is instead

\[
a=\frac{\lambda}{D}\,\frac{R}{1-R},
\]

with \(R\) treated as a coefficient to be fitted. The two agree if \(R/(1-R)=2R_n/(1-R_n)\), so \(R\) is not the reflection probability of the delta plane. The bounds concern \(a\) and hold with either convention. The usual one is used for the numbers below.

## The conductivity as an average

The electron charge is \(-1\) and there are two spin states, so the current density is

\[
j=-2\int\!\frac{d^3v}{(2\pi)^3}\,v_x\,g
=2E\int\!\frac{d^3v}{(2\pi)^3}\,v_x^2\,(-n_0')\,\tau^* .
\]

At temperatures far below the Fermi temperature, \(-n_0'\) confines the integral to the Fermi sphere. What remains is an integral over directions. The solid angle is uniform in the cosine \(v_x/v_F\), and the integrand is even in it, so the range \(0\le u\le1\) suffices. Dividing by the value for \(\tau^*=\tau\) gives the conductivity ratio

\[
f(a)=\frac{\rho_0}{\rho}=\frac{\int_0^1u^2\,(1+a/u)^{-1}du}{\int_0^1u^2\,du}
=3\int_0^1\frac{u^3}{u+a}\,du .
\]

Polynomial division, \(u^3=(u+a)(u^2-au+a^2)-a^3\), leads to

\[
f(a)=3\Bigl[\frac13-\frac a2+a^2-a^3\ln\frac{1+a}{a}\Bigr],
\]

and hence to the Mayadas-Shatzkes formula

\[
f(a)=1-\frac{3a}2+3a^2-3a^3\ln\Bigl(1+\frac1a\Bigr).
\]

For \(a=0.1,\,0.5,\,1,\,3,\,20\) this formula was tested against numerical integration and against a direct solution of the kinetic equation on 120 directions. That solution kept \(g(v_x)\) and \(g(-v_x)\) as separate unknowns. Both comparisons agreed to within \(10^{-9}\).

For the bounds, the integral is more useful than the closed form. Define the average

\[
\langle F\rangle=3\int_0^1u^2F(u)\,du,\qquad \langle1\rangle=1 .
\]

The weight \(3u^2\) is the share of the bulk current carried at each \(u\). Then

\[
f(a)=\Bigl\langle\frac{1}{1+a/u}\Bigr\rangle=\Bigl\langle\frac{u}{u+a}\Bigr\rangle .
\]

The two averages needed are

\[
\langle u\rangle=3\int_0^1u^3du=\frac34,\qquad
\Bigl\langle\frac1u\Bigr\rangle=3\int_0^1u\,du=\frac32 .
\]

## One identity for both bounds

For positive numbers \(p\) and \(q\),

\[
\frac1p-\frac1q+\frac{p-q}{q^2}
=\frac{q^2-pq+p^2-pq}{p\,q^2}=\frac{(p-q)^2}{p\,q^2}\ge0 .
\]

Let \(p\) depend on \(u\), and choose the constant \(q=\langle p\rangle\). On averaging, the term linear in \(p-q\) vanishes. If \(p\) is not constant, the right side has a positive average, so

\[
\Bigl\langle\frac1p\Bigr\rangle>\frac1{\langle p\rangle}.
\]

Geometrically, the curve \(1/p\) lies above its tangent at the mean.

**Upper bound on the resistivity.** Choose \(p=1+a/u\). Its average is \(1+3a/2\), and therefore

\[
f(a)=\Bigl\langle\frac1{1+a/u}\Bigr\rangle>\frac1{1+3a/2}
\quad\Rightarrow\quad \frac{\rho}{\rho_0}<1+\frac{3a}2 .
\]

**Lower bound on the resistivity.** Write \(u/(u+a)=1-a/(u+a)\) and choose \(p=u+a\), whose average is \(\tfrac34+a\). The minus sign reverses the inequality:

\[
f(a)=1-a\Bigl\langle\frac1{u+a}\Bigr\rangle<1-\frac{a}{\frac34+a}
=\frac{\frac34}{\frac34+a}=\frac1{1+4a/3}.
\]

Since \(f>0\), taking reciprocals gives \(\rho/\rho_0>1+4a/3\). Both bounds are now proved for every \(a>0\).

The upper bound has a direct meaning. The average \(\langle\tau/\tau^*\rangle=1+3a/2\) is the scattering rate averaged over the bulk current. Using it for all electrons ignores that the current moves away from the directions with strong scattering. In the model each direction responds with its own \(\tau^*\), the grazing electrons contribute less, and the resistivity is lower than the averaged rate suggests.

# Second half: the error of the line, and a worked line

## Symbols and results carried over

The number \(u=|v_x|/v_F\) is the direction cosine of an electron relative to the current, and \(\langle F\rangle=3\int_0^1u^2F\,du\). The scattering parameter is \(a=(\lambda/D)\,R/(1-R)\), with mean free path \(\lambda\), mean plane distance \(D\) and fitted coefficient \(R\). The ratio of conductivities with and without boundaries is

\[
f(a)=\frac{\rho_0}\rho=\Bigl\langle\frac u{u+a}\Bigr\rangle,\qquad
1+\frac{4a}3<\frac1{f(a)}<1+\frac{3a}2\quad(a>0).
\]

The planes are delta potentials of strength \(S\) in atomic units. They flip \(v_x\) at the rate \(W=S^2/(D|v_x|)\), and \(a/u=2W\tau\).

## How far the line is too high

Divide the weak-scattering line by the true ratio \(1/f\) of the model, and use the lower bound:

\[
\frac{1+3a/2}{1/f}<\frac{1+3a/2}{1+4a/3}=1+\frac{a/6}{1+4a/3}.
\]

The last term is smaller than \((a/6)/(4a/3)=1/8\). The line is therefore too high by less than 12.5 % of the true value. The same expression is also smaller than \(a/6\), so the error is below 1 % whenever \(a<0.06\).

The part added by the boundaries obeys the same limit. Since \(1/f-1>4a/3\),

\[
\frac{3a/2}{1/f-1}<\frac{3a/2}{4a/3}=\frac98 .
\]

This statement is stronger for small \(a\), where the added part is a small fraction of the total.

Within the model, the resistivity ratio has been shown to lie between \(1+4a/3\) and \(1+3a/2\) for every \(a>0\), so the weak-scattering line is too high by less than 12.5 %. It remains to show that these constants cannot be improved and that the error grows steadily, to apply the bounds to a copper line, and to examine what the model leaves out.
